# Becke-Johnson exchange correction: derivation, shell steps and asymptotic constant, part 1

(Sections cited here and not found follow in the second part.)

## 1. Form and coefficient of the correction

### 1.1 Result and conventions

For one spin channel, in Hartree atomic units, the Becke-Johnson approximation to the exchange potential is

$$v_x(\mathbf r)\approx v_S(\mathbf r)+C\sqrt{\frac{\tau(\mathbf r)}{\rho(\mathbf r)}},\qquad C=\frac1\pi\sqrt{\frac56}\approx0.2906. \tag{1}$$

Here $v_S$ is the Slater potential, $\rho$ the spin density and $\tau$ the kinetic-energy density of the same spin. The second term has three properties, derived below.

- Among local functions of $\rho$ and $\tau$ that scale as an exchange potential must, its form follows from the hydrogen atom wherever $\tau/\rho^{5/3}\ge1.0725$, and its coefficient follows from the uniform gas. The hydrogen limit is satisfied up to an additive constant.
- In an atom it falls from shell to shell, as the part of the exchange potential missing from $v_S$ does. The agreement in position and height is approximate.
- Far from a closed-subshell atom it tends to $C\sqrt{|\varepsilon_H|}$, where $\varepsilon_H$ is the highest occupied level, measured from the value of the potential at infinity. This constant differs from system to system.

The orbitals $\varphi_i$ are real, orthonormal and fully occupied, and they are eigenfunctions of a local potential. With sums over the occupied orbitals of one spin,

$$\rho=\sum_i\varphi_i^2,\qquad \tau=\frac12\sum_i|\nabla\varphi_i|^2,\qquad \gamma(\mathbf r,\mathbf r')=\sum_i\varphi_i(\mathbf r)\varphi_i(\mathbf r'). \tag{2}$$

The factor $\tfrac12$ in $\tau$ matters. If a code stores $\tilde\tau=\sum_i|\nabla\varphi_i|^2=2\tau$, then $C\sqrt{\tau/\rho}=C\sqrt{\tilde\tau/(2\rho)}$, and the coefficient in front of $\sqrt{\tilde\tau/\rho}$ is $\sqrt{5/12}/\pi$. For equal spin populations the total densities are $2\rho$ and $2\tau$; their ratio is unchanged, so the coefficient is unchanged too. For unequal populations, (1) is applied to each spin with its own densities.

### 1.2 What the Slater potential leaves out

The exchange energy of the channel and its Slater potential are

$$E_x=-\frac12\iint\frac{\gamma(\mathbf r,\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad
v_S(\mathbf r)=-\frac1{\rho(\mathbf r)}\int\frac{\gamma(\mathbf r,\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d^3r'. \tag{3}$$

Multiplying $v_S$ by $\rho$ and integrating shows that $E_x=\tfrac12\int\rho v_S\,d^3r$. The quantity $\gamma^2/\rho(\mathbf r)$, as a function of $\mathbf r'$, is the density removed by the exchange hole. Orthonormality gives

$$\int\gamma(\mathbf r,\mathbf r')^2d^3r'=\sum_{ij}\varphi_i(\mathbf r)\varphi_j(\mathbf r)\,\delta_{ij}=\rho(\mathbf r),$$

so the hole contains one electron.

The exchange potential is the functional derivative $v_x=\delta E_x/\delta\rho$. To see how it differs from $v_S$, define the pair function $g(\mathbf r,\mathbf r')=\gamma^2/[\rho(\mathbf r)\rho(\mathbf r')]$. Then $E_x=-\frac12\iint\rho\rho'g/|\mathbf r-\mathbf r'|$. Varying the two density factors gives two equal terms, which cancel the factor $\tfrac12$ and leave $-\int\rho(\mathbf r')g/|\mathbf r-\mathbf r'|\,d^3r'=v_S(\mathbf r)$. Varying $g$ gives the rest:

$$v_x=v_S+v_{\rm resp},\qquad
v_{\rm resp}(\mathbf r)=-\frac12\iint\frac{\rho(\mathbf r_1)\rho(\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\frac{\delta g(\mathbf r_1,\mathbf r_2)}{\delta\rho(\mathbf r)}\,d^3r_1d^3r_2. \tag{4}$$

The Slater potential treats the pair function as frozen. The response potential $v_{\rm resp}$ describes how the pair function changes with the density, and this is the quantity that the correction in (1) has to model.

### 1.3 Scaling restricts the local form

Suppose that $v_{\rm resp}$ is modelled by a local function $F(\rho,\tau)$. Compress the system uniformly by a factor $\lambda$, with $\varphi_{i,\lambda}(\mathbf r)=\lambda^{3/2}\varphi_i(\lambda\mathbf r)$. If the original orbitals belong to a potential $v(\mathbf r)$, the new ones belong to $\lambda^2v(\lambda\mathbf r)$ with levels $\lambda^2\varepsilon_i$. The order of the levels is unchanged, so the compressed orbitals are again the occupied ones. The prefactor contributes $\lambda^3$ to a product of two orbitals, and each derivative contributes another $\lambda$:

$$\rho_\lambda(\mathbf r)=\lambda^3\rho(\lambda\mathbf r),\qquad
\tau_\lambda(\mathbf r)=\lambda^5\tau(\lambda\mathbf r),\qquad
\gamma_\lambda(\mathbf r,\mathbf r')=\lambda^3\gamma(\lambda\mathbf r,\lambda\mathbf r').$$

In $E_x$ the factor $\lambda^6$ from $\gamma_\lambda^2$ is cancelled by the two volume elements, and the inverse distance contributes one $\lambda$. Hence $E_x[\rho_\lambda]=\lambda E_x[\rho]$. Now change $\rho$ by $\delta\rho$. The two sides change by

$$\int v_x[\rho_\lambda](\mathbf r)\,\lambda^3\delta\rho(\lambda\mathbf r)\,d^3r
=\lambda\int v_x[\rho](\mathbf u)\,\delta\rho(\mathbf u)\,d^3u .$$

The substitution $\mathbf u=\lambda\mathbf r$ on the left gives $v_x[\rho_\lambda](\mathbf r)=\lambda v_x[\rho](\lambda\mathbf r)$, apart from the usual additive constant if the electron number is fixed. The Slater potential obeys the same rule: in its definition $\gamma_\lambda^2/\rho_\lambda$ gives $\lambda^3$, the volume element $\lambda^{-3}$ and the inverse distance $\lambda$. Their difference must therefore scale in this way, and the model must satisfy

$$F(\lambda^3\rho,\lambda^5\tau)=\lambda F(\rho,\tau).$$

Choosing $\lambda=\rho^{-1/3}$ at a given point turns the first argument into 1. The result is

$$F(\rho,\tau)=\rho^{1/3}G(s),\qquad s=\frac{\tau}{\rho^{5/3}},\qquad G(s)=F(1,s). \tag{5}$$

An unknown function of two variables has become a function of one dimensionless variable.

### 1.4 Hydrogen gives the square root

For one electron $\gamma^2=\rho(\mathbf r)\rho(\mathbf r')$, so $g=1$ for every density. From (3), $E_x=-\frac12\iint\rho\rho'/|\mathbf r-\mathbf r'|$. Its derivative, for changes that keep the electron number equal to one, is

$$v_x(\mathbf r)=-\int\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'+\text{constant}=v_S(\mathbf r)+\text{constant}.$$

The response potential may therefore be no more than a constant. With the convention that $v_x$ vanishes at infinity, this constant is zero; a different constant leaves the orbital unchanged and shifts its level.

The ground state for nuclear charge $Z$ is $\varphi=\sqrt{Z^3/\pi}\,e^{-Zr}$. Since $|\nabla\varphi|=Z\varphi$,

$$\rho=\frac{Z^3}{\pi}e^{-2Zr},\qquad \tau=\frac{Z^2}{2}\rho,\qquad s=\frac{Z^2}{2\rho^{2/3}}.$$

The last relation gives $\rho^{1/3}=Z/\sqrt{2s}$. Inserting it in (5), we obtain

$$F=\frac{Z}{\sqrt2}\,\frac{G(s)}{\sqrt s}. \tag{6}$$

As $r$ runs from zero to infinity, $\rho$ falls from $Z^3/\pi$ to zero, and $s$ rises from

$$s_{\min}=\frac{Z^2}{2}\left(\frac{\pi}{Z^3}\right)^{2/3}=\frac{\pi^{2/3}}2\approx1.0725$$

to infinity. For $F$ to be independent of $r$, $G(s)/\sqrt s$ must be the same number for all these $s$. Calling it $C$,

$$G(s)=C\sqrt s\quad(s\ge s_{\min}),\qquad
F=C\rho^{1/3}\frac{\tau^{1/2}}{\rho^{5/6}}=C\sqrt{\frac\tau\rho}. \tag{7}$$

Below $s_{\min}$ the hydrogen condition is silent, and using the square root there is a choice of continuation. Molecules do enter this range: at the midpoint of the bond in H$_2$ the gradient of the occupied orbital vanishes by symmetry, so $\tau=0$ and $s=0$.

The condition discriminates sharply between powers. For $Z=1$ and $0.1\le r\le8$ bohr, the numerical spread of $F$ (maximum minus minimum, divided by the mean over equally spaced radii) is about 105 percent with $G=s^{0.4}$ or $G=s^{0.6}$, and at rounding level with $G=s^{0.5}$.

### 1.5 The uniform gas gives the coefficient

In a uniform gas with Fermi wave number $k_F$ the occupied states are plane waves with $k<k_F$. Complex plane waves may be used, because $\gamma$ is unchanged by a unitary mixing of occupied states. One spin has

$$\rho=\frac1{(2\pi)^3}\frac{4\pi k_F^3}{3}=\frac{k_F^3}{6\pi^2}.$$

For two points a distance $d$ apart, the angular integral over $\mathbf k$ gives $4\pi\sin(kd)/(kd)$. With $x=k_Fd$,

$$\gamma=\frac1{2\pi^2d}\int_0^{k_F}k\sin(kd)\,dk
=\frac{\sin x-x\cos x}{2\pi^2d^3}=3\rho\,\frac{j_1(x)}x,\qquad
j_1(x)=\frac{\sin x-x\cos x}{x^2}.$$

The last form of $\gamma$ uses $1/(2\pi^2d^3)=3\rho/x^3$. Equation (3), with volume element $4\pi d^2\,dd$ and $d\,dd=x\,dx/k_F^2$, becomes

$$v_S=-\frac1\rho\int_0^\infty4\pi d\,\frac{9\rho^2j_1(x)^2}{x^2}\,dd
=-\frac{36\pi\rho}{k_F^2}\int_0^\infty\frac{j_1(x)^2}{x}\,dx. \tag{8}$$

To find the integral, put $j_0=\sin x/x$. Direct differentiation gives $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$. Therefore

$$\frac d{dx}\left(j_0^2+j_1^2\right)=-2j_0j_1+2j_1j_0-\frac{4j_1^2}x=-\frac{4j_1^2}x.$$

At $x=0$ the bracket is 1, and at infinity it is 0, so the integral in (8) equals $\tfrac14$. Hence

$$v_S=-\frac{9\pi\rho}{k_F^2}=-\frac{3k_F}{2\pi}.$$

The exchange energy per volume is $\tfrac12\rho v_S$. Since $v_S\propto\rho^{1/3}$, this energy is proportional to $\rho^{4/3}$, and its derivative with respect to $\rho$ is

$$v_x=\frac43\cdot\frac12v_S=\frac23v_S=-\frac{k_F}\pi,\qquad
v_{\rm resp}=v_x-v_S=\frac{k_F}{2\pi}. \tag{9}$$

The response is positive: the Slater potential is too deep by half the magnitude of the true exchange potential. The mean kinetic energy of the occupied plane waves is

$$\frac\tau\rho=\frac12\frac{\int_0^{k_F}k^4dk}{\int_0^{k_F}k^2dk}
=\frac12\cdot\frac{k_F^5/5}{k_F^3/3}=\frac{3k_F^2}{10}. \tag{10}$$

The gas has $s=\frac3{10}(6\pi^2)^{2/3}\approx4.558$, which lies in the range where hydrogen has fixed $G$. We may therefore equate (7) and (9):

$$C\,k_F\sqrt{\frac3{10}}=\frac{k_F}{2\pi}
\quad\Longrightarrow\quad
C=\frac1{2\pi}\sqrt{\frac{10}3}=\frac1\pi\sqrt{\frac56}. \tag{11}$$

A numerical test at $k_F=1$ bohr$^{-1}$, with $v_S$ from quadrature over the hole and $v_x$ from a finite difference in density, gives $C=0.29057$, against $0.29058$ from (11).

### 1.6 What the two limits do not settle

The nonzero constant in hydrogen cannot be removed within this class of functions. If $F$ vanished for hydrogen, $G$ would vanish for all $s\ge1.0725$. It would then vanish at $s=4.558$, contradicting the positive gas response in (9). The price of matching both limits is a hydrogenic constant

$$\frac{CZ}{\sqrt2}\approx0.2055\,Z\ \text{hartree}. \tag{12}$$

Constancy also fails for other one-electron states. In a harmonic well the orbital is proportional to $e^{-\omega r^2/2}$, so $|\nabla\varphi|/\varphi=\omega r$ and the correction is $C\omega r/\sqrt2$. It grows with distance, although the true response is constant. "Hydrogen limit" in this derivation means the Coulomb 1s state, not one-electron systems in general.

The uniqueness is likewise limited to functions of $\rho$ and $\tau$. If $\nabla\rho$ is admitted, consider

$$C\sqrt{\frac1\rho\left(\tau-\frac{|\nabla\rho|^2}{8\rho}\right)} .$$

For a single orbital $|\nabla\rho|^2=4\varphi^2|\nabla\varphi|^2$, so $|\nabla\rho|^2/(8\rho)=\tau$ and this expression vanishes for every one-electron density. In the uniform gas $\nabla\rho=0$, and it agrees with (1). It also scales correctly, because $|\nabla\rho|^2/\rho$ scales as $\tau$. The two limits alone therefore do not select (1) from the wider class.

### 1.7 Radial formulas for closed subshells

Let subshell $a$ have angular momentum $l_a$, radial orbital $R_a=P_a/r$, normalization $\int P_a^2dr=1$, and $N_a=2l_a+1$ orbitals in the channel. The sum $\sum_mY_{lm}^2=(2l+1)/(4\pi)$ is constant. Applying $\tfrac12\nabla^2$ to it gives zero:

$$0=\sum_m|\nabla Y_{lm}|^2+\sum_mY_{lm}\nabla^2Y_{lm},\qquad
\sum_m|\nabla Y_{lm}|^2=\frac{l(l+1)}{r^2}\frac{2l+1}{4\pi}.$$

The radial and angular parts of $\nabla\varphi$ are perpendicular, and $R_a'=(P_a'-P_a/r)/r$. Thus, with $n(r)=\sum_aN_aP_a^2$,

$$4\pi r^2\rho=n,\qquad
4\pi r^2\tau=\frac12\sum_aN_a\left[\left(P_a'-\frac{P_a}r\right)^2+\frac{l_a(l_a+1)}{r^2}P_a^2\right]. \tag{13}$$

For the Slater potential, the addition theorem gives, with $\omega$ the angle between $\mathbf r$ and $\mathbf r'$,

$$\gamma=\sum_a\frac{N_a}{4\pi}\frac{P_a(r)P_a(r')}{rr'}\mathcal P_{l_a}(\cos\omega),$$

where $\mathcal P_l$ is a Legendre polynomial. Expand $1/|\mathbf r-\mathbf r'|=\sum_L(r_<^L/r_>^{L+1})\mathcal P_L(\cos\omega)$ and use

$$\int_{-1}^1\mathcal P_{l_a}\mathcal P_{l_b}\mathcal P_L\,d\mu=2\begin{pmatrix}l_a&L&l_b\\0&0&0\end{pmatrix}^2.$$

The angular factor is $2\pi\cdot2/(4\pi)^2=1/(4\pi)$ times the squared $3j$ symbol; the $4\pi r^2$ in $\rho=n/(4\pi r^2)$ cancels the remaining $1/(4\pi r^2)$. Define the radial exchange operator

$$KP_a=-\sum_bN_bP_b\sum_L\begin{pmatrix}l_a&L&l_b\\0&0&0\end{pmatrix}^2
\int_0^\infty\frac{r_<^L}{r_>^{L+1}}P_a(r')P_b(r')\,dr'. \tag{14}$$

Then $v_S=n^{-1}\sum_aN_aP_aKP_a$. The product $P_aKP_a$ should be stored, not $KP_a/P_a$, which is singular at radial nodes.

## 2. Shell steps, asymptotic constant and a worked atom

### 2.1 Symbols and results carried over

The approximation is $v_x\approx v_S+C\sqrt{\tau/\rho}$ with $C=\sqrt{5/6}/\pi$; $v_S$, $\rho$ and $\tau$ belong to one spin, and $\tau$ contains the factor $\tfrac12$. The term replaces the response potential $v_{\rm resp}=v_x-v_S$. For closed subshells, $P_a$ is $r$ times the radial orbital, $N_a=2l_a+1$, $n=\sum_aN_aP_a^2$, and $K$ is the exchange operator. Introduce the fraction of the density in subshell $a$ and its orbital exchange potential,

$$w_a=\frac{N_aP_a^2}n,\qquad \sum_aw_a=1,\qquad u_a=\frac{KP_a}{P_a},\qquad v_S=\sum_aw_au_a. \tag{15}$$

Products such as $P_a^2u_a=P_aKP_a$ are finite at nodes of $P_a$.

Scaling and the hydrogen atom have given the correction its square-root form for $s\ge1.0725$, and the uniform gas has fixed its coefficient, at the price of a nonzero constant in hydrogen. It remains to compare its shell steps with a reference response potential, derive its limit at large distance, and test both in a model atom.

Numerical values quoted here were computed with a short program.
